Why surface diffusion digs trenches beside a ridge and Laplacian smoothing does not

**1. A Gaussian ridge at the first instant**

Take a long straight ridge on a flat surface, uniform along its length, with height profile

h(x,0) = H exp(−ξ²/2), ξ = x/σ.

Heights are measured from the flat surface, so a trench is a region with h < 0. Subscripts x and t denote derivatives. Slopes are small, and the surface orientation is rough in the thermodynamic sense, not a facet. Four differentiations give

h_x = −(H/σ) ξ exp(−ξ²/2)
h_xx = (H/σ²)(ξ² − 1) exp(−ξ²/2)
h_xxx = (H/σ³)(3ξ − ξ³) exp(−ξ²/2)
h_xxxx = (H/σ⁴)(ξ⁴ − 6ξ² + 3) exp(−ξ²/2).

*Laplacian smoothing* is h_t = νh_xx, with flux J = −νh_x. This flux points away from the crest on both sides, at every distance. The surface falls for |ξ| < 1 and rises everywhere beyond.

*Surface diffusion* is driven by the chemical potential. With surface stiffness γ̃ and atomic volume Ω, an atom on a gently curved surface has μ = −γ̃Ωh_xx relative to the flat. Atoms of areal density n_s and diffusivity D_s drift down the gradient of μ. The volume flux per unit length of ridge is therefore

J = −Ω (D_s n_s/k_BT) μ_x = B h_xxx, B = D_s γ̃ Ω² n_s/(k_BT),

and volume conservation, h_t = −J_x, gives

h_t = −B h_xxxx.

The lowest μ lies where h_xx is largest, in the concave foot of the ridge. Setting h_xxx = 0 puts it at ξ = √3 ≈ 1.73. Inside this point atoms flow outwards from the crest. Outside it J is negative for x > 0: atoms flow inwards, from the flat ground to the foot. The foot is fed from both sides.

The surface sinks where h_xxxx > 0. The roots of ξ⁴ − 6ξ² + 3 are ξ² = 3 ± √6, so the ground sinks from the start beyond ξ = √(3+√6) ≈ 2.33. This is the mechanism of the trench. It is not yet a proof that h becomes negative, because the sinking ground still carries the thin tail of the ridge. That question is settled by the Green function.

**2. The two Green functions**

Let all the material start on one line, h(x,0) = δ(x). Under surface diffusion each Fourier component of wavenumber q decays as exp(−Btq⁴). Define ℓ = (Bt)^(1/4) and substitute q = k/ℓ:

G(x,t) = (1/ℓ) g(x/ℓ), g(u) = (1/π) ∫₀^∞ cos(ku) exp(−k⁴) dk.

For Laplacian smoothing the factor is exp(−νtq²), whose transform is

G₂(x,t) = (4πνt)^(−1/2) exp(−x²/4νt) > 0.

Any later profile is the initial one convolved with the Green function. A positive kernel averages h(x,0) with positive weights, so Laplacian smoothing can never turn h ≥ 0 into h < 0.

The fourth-order kernel cannot be positive. Inverting the transform and expanding both sides in k,

∫ g(u) cos(ku) du = 1 − (k²/2)∫u²g du + (k⁴/24)∫u⁴g du − … = exp(−k⁴) = 1 − k⁴ + …

Comparing powers gives

∫g du = 1, ∫u²g du = 0, ∫u⁴g du = −24.

A function with total weight 1 and zero second moment must take both signs. For a decay rate that starts at k⁴, the missing k² term is thus already enough to force negative lobes. The finite second moment matters here: a decay rate proportional to |k| also lacks a k² term, but its kernel, 1/[π(1 + u²)], is positive everywhere and its second moment diverges.

The flux has a simple form too. Differentiating three times, and using k³exp(−k⁴) = −(1/4) d[exp(−k⁴)]/dk,

g‴(u) = (1/π) ∫₀^∞ k³ sin(ku) exp(−k⁴) dk = (u/4π) ∫₀^∞ cos(ku) exp(−k⁴) dk = u g(u)/4.

The boundary term of the integration by parts vanishes at both ends. Therefore

J = B G_xxx = (B/ℓ⁴) g‴ = x G/(4t).

Where G is negative, the flux points towards the ridge, as in section 1.

**3. Where the signs change**

For large u write g = (1/2π)∫exp(f)dk over the real line, with f = iku − k⁴. The stationary points satisfy k³ = iu/4. Two of them are k = r exp(iπ/6) and k = r exp(5iπ/6), with r = (u/4)^(1/3). Both lie on the horizontal line Im k = r/2, to which the path may be shifted. On that line, with k = s + ir/2, the s-dependent part of Re f is −s⁴ + (3/2)r²s². Its maxima are at s² = 3r²/4, which are the two stationary points, so they dominate the integral.

At a stationary point k⁴ = iku/4, hence f = (3/4)iku. For the first one

f = (3/4) u r exp(2πi/3) = −a u^(4/3) + i√3 a u^(4/3), a = 3·2^(−11/3) ≈ 0.236.

There f″ = −12k², so the Gaussian integral contributes √(2π/12k²) = √(π/6)/k, which carries the phase −π/6. The second point gives the complex conjugate. Adding them,

g(u) ≈ (1/π) √(π/6) (4/u)^(1/3) exp(−a u^(4/3)) cos(√3 a u^(4/3) − π/6).

The relative correction to the amplitude vanishes as u grows, so g changes sign infinitely often. The zeros lie near

√3 a u^(4/3) = 2π/3 + nπ, n = 0, 1, 2, …

This predicts 3.40, 6.77 and 9.63. The integral itself gives u₀ = 3.45, u₁ = 6.78 and 9.64. The deepest point of the first negative lobe is g = −0.0298 at u = 4.59, which is 10.3% of g(0) = 0.2885 in magnitude. The central lobe has area 1.104: it holds 10.4% more than the original volume, and the excess was taken from the ground outside.

**4. From the kernel to a finite ridge**

Let the ridge occupy |x| < b. The height at x is a sum of G over distances from x − b to x + b. If all these distances fall in the first negative lobe, every contribution is negative or zero. Hence h < 0 throughout

b + u₀ℓ < x < u₁ℓ − b.

The interval exists once 2b < (u₁ − u₀)ℓ, or ℓ > 0.60b. For b = 1 and Bt = 1 it runs from 4.45 to 5.78. A parabolic ridge 1 − x², evolved on a grid, was negative at every grid point in that interval.

At earlier times positive and negative contributions mix, and another argument is needed. Since g decays faster than any exponential, k may be replaced by iκ in its transform. Convolution then multiplies exponential moments:

∫h(x,t) exp(κx) dx = exp(−Btκ⁴) ∫h(x,0) exp(κx) dx.

For the ridge of half-width b and volume V = ∫h dx, the right side is at most V exp(b|κ| − Btκ⁴). For the Gaussian ridge it equals V exp(σ²κ²/2 − Btκ⁴). Both tend to zero as κ → ±∞. Suppose now that h(x,t) ≥ 0. Adding the moments for κ and −κ gives

2∫h cosh(κx) dx ≥ 2V > 0,

a contradiction. Such ridges therefore have a trench at every t > 0. For Laplacian smoothing the factor is exp(+νtκ²), which grows, and no contradiction arises.

**5. The contribution of the tails**

The trench is not immediate for every ridge. Take h(x,0) = s = sech²x, in units of its own width and height. From s_xx = 4s − 6s² one finds

s_xxxx = 16s − 120s² + 120s³.

The ratio s_xxxx/s lies between −14 and 16, so |s_xxxx| ≤ 16s. Integrating the evolution equation in time,

h(x,t) = s(x) − B ∫₀^t (G ∗ s_xxxx) dt′,

where ∗ denotes convolution in x. Since cosh x ≤ cosh(x−y) exp|y|, we have s(x−y) ≤ s(x) exp(2|y|). For Bt ≤ 1 this yields

h(x,t) ≥ s(x)(1 − 16KBt), K = ∫|g(u)| exp(2|u|) du.

K is finite, so there is an initial period with no trench. The bound proves only that this period exists: K exceeds 10⁵⁴, so it says nothing useful about the duration, which has to be computed. At Bt = 0.005 the smallest ratio h(x,t)/h(x,0) found for |x| ≤ 12 is 0.92.

The reprieve ends. For any non-negative ridge with finite fourth moment M₄, four integrations by parts give

dM₄/dt = −B∫x⁴h_xxxx dx = −24BV.

M₄ reaches zero at t* = M₄(0)/(24BV), and a non-negative profile with positive volume cannot have M₄ ≤ 0. A trench must exist from t* onwards, though it may open earlier. For sech² this is Bt* = 0.118, when the surface already dips to −0.0235 of the initial height.

**6. Both mechanisms together**

Add a Laplacian term, as evaporation and condensation do when the vapour is in equilibrium with the flat surface:

h_t = A h_xx − B h_xxxx.

The exponential-moment factor becomes exp(Atκ² − Btκ⁴). It still tends to zero at large κ, so a compact or Gaussian ridge still has a trench at every t > 0. What changes is its weight. Scaling lengths by √(At), the kernel's transform is exp[−k² − (B/A²t)k⁴], which approaches the heat kernel's when t ≫ B/A². The trench then fades relative to the crest.

**7. Growth and decay of the trench**

When ℓ is much larger than the ridge width, the ridge acts as a line source:

distance ≈ 4.59ℓ, depth ≈ 0.0298 V/ℓ.

For the Gaussian ridge V = √(2π)Hσ. With τ = Bt/σ⁴ the depth is 0.0747 H τ^(−1/4). At τ = 10⁴ this law is 0.6% above the computed depth. At the other end, τ = 0.002, the trench is only 2.8×10⁻⁹ H deep: present in the continuum equation, but of no physical meaning. In between, the depth peaks at 0.0419 H, at τ = 1.37.

**8. A ridge on platinum**

Consider H = 50 nm and σ = 250 nm on a rough platinum surface held at 1200 K in vacuum for one hour. The steepest initial slope is 0.12. Rough typical values are D_s = 3×10⁻⁸ cm²/s = 3×10⁶ nm²/s, γ̃ = 2 J/m² = 12.48 eV/nm² and a lattice constant of 0.39 nm. The last gives Ω = 0.01483 nm³ and n_s = Ω^(−2/3) = 16.57 nm⁻². With k_BT = 0.1034 eV,

B = (3×10⁶)(12.48)(0.01483)²(16.57)/0.1034 ≈ 1.32×10⁶ nm⁴/s.

Then σ⁴/B = 2960 s, τ = 3600/2960 = 1.22 and ℓ = 263 nm. The crest has dropped to 29.9 nm. The trench lies 1.33 μm from it and is 2.1 nm deep, about 8.5 layers of thickness Ω^(1/3) = 0.246 nm and 7% of the remaining crest. The late law would give 3.6 nm, so the ridge's own width still matters at this stage.

The neglected contributions weigh as follows.

- Diffusivity: dividing or multiplying D_s by three gives 1.87 or 1.99 nm. The change is small because the hour falls close to the depth maximum, 2.10 nm at about 4050 s.
- Finite slope, alone or with a surface energy proportional to 1 − 0.02 cos 4θ (θ is the slope angle, the stiffness of the flat surface is kept at γ̃, and D_s is taken to be the same at every slope): the depth shifts by less than 0.1%, below the 0.11% grid error of that calculation.
- Volume diffusion: about 0.3% of the surface-diffusion rate at length σ, for a rough D_v of 10⁻¹³ cm²/s.
- Evaporation: Aσ²/B is about 10⁻¹¹, for a rough vapour pressure of 10⁻¹⁴ Torr. In vacuum the flat surface also recedes, at a speed v₀, and measuring h from it adds a slope term −v₀h_x²/2. At the start its largest value is about five times that of the Laplacian term, so both are negligible here.
- Thermal roughness: about 0.1 nm, one twentieth of the depth.

On a real crystal the assumption of a rough orientation can fail. On a facet the surface energy has a cusp, the stiffness in B is not finite, and the linear equation fails. The estimates above do not size that effect, so the 2 nm applies to an unfaceted surface. It also requires a ridge several times longer than the trench distance, seen away from its ends, with no neighbour within about three trench distances, or 4 μm. At two trench distances the trenches of equal ridges would coincide and add. The main computed values are collected in the numerical output.

Computed results

```
g(0) = 0.28852; max error of g'''=u g/4: 1.4e-15
moments of g, orders 0, 2, 4: 1.000000, 3.0e-13 (abs), -24.0000
int g exp(u/2) du = 0.93941; exp(-1/16) = 0.93941
first zeros of g, u = [3.4535 6.7843 9.6359]
saddle-point zeros, u = [3.403  6.7658 9.6252]
first minimum of g: u = 4.5918, g = -0.029807
|g_min|/g(0) = 0.1033
area of central lobe of g = 1.1044
Gaussian: initial flux reverses at x/sigma = 1.733
Gaussian: surface sinks beyond x/sigma = 2.335
Gaussian, tau=0.002: trench at 5.68 sigma, depth/H = 2.8e-09
Gaussian, tau=10000: depth/H = 0.007428, late law 0.007471
Gaussian deepest trench: tau = 1.366, depth/H = 0.0419
matrix against cosine integral, max difference/H = 3.2e-05
compact ridge, half-width 1, Bt=1: h<0 assured for 4.453 < x < 5.784
compact ridge min h: Bt=0.001: -0.02772, Bt=1: -0.03535
compact ridge, Laplacian, nu t=1: min h = -1.2e-14
Laplacian exponential-moment factor = 1.2840, exp(1/4) = 1.2840
sech2 ridge, Bt=0.005: min h/h(0) = 0.9211 (|x|<=12)
sech2 ridge: trench certain from Bt = 0.1184; min h there = -2.35e-02
Pt example: T = 1200 K, kT = 0.1034 eV, t = 3600 s
ridge height H = 50 nm, sigma = 250 nm, max slope = 0.121
rough D_s = 3e-08 cm2/s, stiffness = 12.48 eV/nm2
rough lattice constant = 0.39 nm, Omega = 0.01483 nm3, n_s = 16.57 nm^-2
B = 1.319e+06 nm4/s; sigma^4/B = 2960 s; tau = 1.216
diffusion length (Bt)^(1/4) = 262.5 nm
remaining ridge height = 29.92 nm
trench: distance = 1328 nm, depth = 2.095 nm
trench depth in atomic layers of 0.246 nm = 8.5
deepest trench: 2.097 nm at t = 4045 s
trench depth, D_s/3 and 3 D_s: 1.868, 1.991 nm
grid error of the linear check run = -0.11 %
depth shift from finite slope = 0.02 %
depth shift, slope and energy anisotropy -0.02 = -0.05 %
rough D_v = 1e-13 cm2/s; volume/surface diffusion rate = 3.4e-03
rough vapour pressure = 1e-14 Torr; evaporation/surface rate = 9.1e-12
thermal roughness of the surface = 0.096 nm
```
